# How the electron tail shifts the Schottky capacitance-voltage intercept by kT/q

Consider a metal contact on n-type semiconductor with $N$ ionised donors per volume, and suppose first that the electrons stop at a sharp edge. Between the metal at $x=0$ and the plane $x=W$ there are no electrons, and the charge density is $qN$, with $q>0$ the elementary charge. Beyond $W$ the material is neutral. Let $u(x)\ge 0$ measure how far the electrostatic potential lies below its value in the neutral bulk. The potential relative to the bulk is then $-u$, and Poisson's equation for permittivity $\varepsilon$ reads

$$u''=\frac{\rho}{\varepsilon}=\frac{qN}{\varepsilon}\qquad(0<x<W).$$

Both $u$ and $u'$ vanish at $W$, so $u=qN(W-x)^2/(2\varepsilon)$. The potential drop at the metal, called the band bending, is

$$u_s=u(0)=\frac{qNW^2}{2\varepsilon}.$$

A slightly larger bending uncovers more donors at $W$, and the matching negative charge appears on the metal. The change is that of a parallel-plate capacitor of thickness $W$, so the capacitance per area is $C=\varepsilon/W$. Hence

$$\frac1{C^2}=\frac{W^2}{\varepsilon^2}=\frac{2u_s}{q\varepsilon N}.$$

Let $V$ be the applied voltage, positive in the forward direction, and let $V_{bi}$, the built-in potential, be the bending at $V=0$. Forward voltage reduces the bending, so $u_s=V_{bi}-V$. In this sharp-edge model a plot of $1/C^2$ against $V$ is a falling straight line that reaches zero at $V=V_{bi}$.

Real electrons at temperature $T$ do not stop at a plane. Their density falls smoothly, and this tail moves the intercept. To find it, suppose that the electrons at the depletion edge are in equilibrium with the bulk, so that drift and diffusion balance there. The electric field is $E=u'$, because the potential is $-u$. With mobility $\mu$ and diffusion constant $D$, the condition of zero net electron current is

$$q\mu n u'+qDn'=0 .$$

For a non-degenerate electron gas $D=\mu V_t$, where $V_t=kT/q$. Dividing by $q\mu n$ gives $n'/n=-u'/V_t$, and since $n=N$ where $u=0$,

$$n=N e^{-u/V_t}.$$

Under reverse bias this relation can fail close to the metal, but the electron density there is negligible beside $N$. What matters is that it holds where $u$ is a few $V_t$. With holes, traps and interface charge left out, Poisson's equation becomes

$$u''=\frac{qN}{\varepsilon}\left(1-e^{-u/V_t}\right).$$

Multiply both sides by $u'$. The left side is the derivative of $u'^2/2$, and the right side is the derivative of a function of $u$:

$$\frac{d}{dx}\frac{u'^2}{2}=\frac{qN}{\varepsilon}\frac{d}{dx}\left(u+V_te^{-u/V_t}\right).$$

Integrate from deep in the bulk, where $u=u'=0$ and the bracket equals $V_t$, to the metal. With $E_s=|u'(0)|$,

$$E_s^2=\frac{2qN}{\varepsilon}\left(u_s-V_t+V_te^{-u_s/V_t}\right).$$

The term $-V_t$ comes from the bulk end of the integral, where the electrons are present at full density.

Gauss's law gives the net semiconductor charge per area, $Q=\varepsilon E_s$, so

$$Q^2=2q\varepsilon N\left(u_s-V_t+V_te^{-u_s/V_t}\right).$$

The metal carries $-Q$. Because $V=V_{bi}-u_s$, a rise in $V$ is an equal fall in $u_s$, and the two minus signs cancel:

$$C=\frac{d(-Q)}{dV}=\frac{dQ}{du_s}.$$

Differentiating the expression for $Q^2$ gives

$$2Q\frac{dQ}{du_s}=2q\varepsilon N\left(1-e^{-u_s/V_t}\right),\qquad C=\frac{q\varepsilon N\left(1-e^{-u_s/V_t}\right)}{Q}.$$

Now square, invert and insert $Q^2$. One factor $q\varepsilon N$ cancels:

$$\frac1{C^2}=\frac{2}{q\varepsilon N}\,\frac{u_s-V_t+V_te^{-u_s/V_t}}{\left(1-e^{-u_s/V_t}\right)^2}.$$

When the bending is many $V_t$, the exponentials are negligible and

$$\boxed{\frac1{C^2}\simeq\frac{2}{q\varepsilon N}\left(V_{bi}-V-\frac{kT}{q}\right)}$$

The slope is that of the sharp-edge model, so the doping deduced from it is unaffected. The extrapolated line reaches zero at

$$V_{int}=V_{bi}-\frac{kT}{q}.$$

The word "extrapolated" matters, because the actual curve leaves the line before it gets there. Put $s=u_s/V_t$ and $\eta=e^{-s}$. For small $\eta$, $(1-\eta)^{-2}=1+2\eta+\dots$, and to first order in $\eta$

$$\frac{s-1+\eta}{(1-\eta)^2}\simeq s-1+\eta+2\eta(s-1)=s-1+(2s-1)\eta .$$

The curve therefore lies above the line by an amount equivalent to a voltage $(2u_s-V_t)e^{-u_s/V_t}$. In the opposite limit, near flat band, $s$ is small. The numerator becomes $s-1+(1-s+s^2/2)=s^2/2$ and the denominator $s^2$, so their ratio tends to $1/2$:

$$\frac1{C^2}\to\frac{V_t}{q\varepsilon N}=\frac{L_D^2}{\varepsilon^2},\qquad L_D=\sqrt{\frac{\varepsilon V_t}{qN}} .$$

The capacitance of this model stays finite, at $\varepsilon/L_D$, where the sharp-edge model would make it diverge. The length $L_D$ is the Debye length, over which the mobile electrons screen a small disturbance.

The algebra gives the shift, and the charge distribution shows where it resides. Define $W$ for the smooth profile by $Q=qNW$: it is the width of a sharp-edged box holding the same net charge. For large bending the expression for $Q^2$ becomes $q^2N^2W^2=2q\varepsilon N(u_s-V_t)$, or

$$u_s=\frac{qNW^2}{2\varepsilon}+V_t .$$

The real layer thus supports a potential drop larger by $V_t$ than a box of equal charge. The drop is also the first moment of the charge, as an integration by parts shows:

$$\frac1\varepsilon\int_0^\infty x\rho\,dx=\int_0^\infty xu''\,dx=\left[xu'\right]_0^\infty-\int_0^\infty u'\,dx=u_s .$$

The boundary term vanishes because $u'$ decays exponentially in the bulk. Compared with the box, the real profile has extra electrons inside $W$ and uncompensated donors outside it. The two amounts are equal, since the total charge is the same. Negative charge has moved towards the metal and left positive charge deeper in, which forms a dipole layer. Its voltage is the difference between the two first moments divided by $\varepsilon$, and this is $V_t$.

A capacitance measurement misses this voltage because the dipole does not change with bias. Poisson's equation contains $u$ but not $x$ explicitly, so when the bending is large the edge profile moves as a whole as the layer widens. The moment relation applied to a small change gives

$$\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}=\varepsilon\frac{du_s}{dQ}=\frac{\varepsilon}{C}.$$

The left side is the mean position of the added charge. From $Q^2=2q\varepsilon N(u_s-V_t)$, $du_s/dQ=Q/(q\varepsilon N)=W/\varepsilon$, so that position is $W$. The capacitance reports the box width, and the box accounts for $u_s-V_t$.

The same shift can be read as a pressure. Without assuming a form for $n(u)$, multiplying Poisson's equation by $u'$ and integrating gives

$$\frac{Q^2}{2\varepsilon}=\int_0^{u_s}\rho\,du=qN\left(u_s-\int_0^{u_s}\frac nN\,du\right),$$

so the shift is $\int(n/N)\,du$, provided that $n$ is negligible at the metal. In equilibrium the pressure gradient of the electrons balances the electric force on them, $dP=-qn\,du$. The integral is therefore $P/(qN)$, with $P$ the electron pressure in the bulk. For an ideal classical gas $P=NkT$, and the shift is $kT/q$.

This form also covers a degenerate gas in a parabolic band. With $N_c$ the effective density of states of the conduction band and $\zeta$ the bulk Fermi energy above the band edge in units of $kT$, $n=N_cF_{1/2}(\zeta)$, where

$$F_j(\zeta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\zeta}} .$$

At fixed temperature $dP=n\,kT\,d\zeta$, and $dF_{3/2}/d\zeta=F_{1/2}$, so $P=N_ckT\,F_{3/2}(\zeta)$. The shift becomes $V_tF_{3/2}(\zeta)/F_{1/2}(\zeta)$, which exceeds $V_t$.

For a worked case take n-type silicon at 300 K with $N=10^{16}\ \mathrm{cm^{-3}}$, relative permittivity 11.7 and a barrier $\phi_b=0.80$ eV from the metal Fermi level to the conduction-band edge at the contact. A density-of-states mass $m=1.08$ electron masses gives

$$N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}=2.82\times10^{19}\ \mathrm{cm^{-3}} .$$

In the bulk the Fermi level lies below the band edge by $qV_n$, with $V_n=V_t\ln(N_c/N)$. Since $V_t=25.85$ mV, $V_n=0.2053$ V. At zero bias the Fermi level is the same throughout, so the barrier is the sum of the bending and this offset:

$$V_{bi}=\frac{\phi_b}{q}-V_n=0.8000-0.2053=0.5947\ \mathrm V .$$

The full Poisson equation, tail included, was solved on a grid of spacing $L_D/50$ by Newton iteration. The charge was integrated at bendings slightly above and below each required value, and the difference quotient gave $C$. The values of $1/C^2$ below are found from $C$; for instance, $1/(38.197\times10^{-9})^2=6.854\times10^{14}$.

| $V$ (V) | $C$ (nF/cm²) | $1/C^2$ ($10^{14}$ cm⁴/F²) |
|---:|---:|---:|
| 0 | 38.197 | 6.854 |
| −1 | 23.000 | 18.90 |
| −2 | 17.974 | 30.95 |
| −3 | 15.249 | 43.00 |
| −4 | 13.477 | 55.06 |

Each volt adds 12.05 in the last column, within rounding. The line from the value at zero bias reaches zero at $6.854/12.05=0.569$ V. A least-squares line through nine biases, every half volt from −4 V to 0 V, gives $V_{int}=0.5688$ V. This lies below the built-in potential by 25.85 mV, which is $kT/q$. The slope returns the doping,

$$N=\frac{2}{q\varepsilon\,(12.05\times10^{14}\ \mathrm{cm^4\,F^{-2}\,V^{-1}})}=1.000\times10^{16}\ \mathrm{cm^{-3}} .$$

The calculation also allows an artificial change that isolates the cause. If the tail is replaced by $n=Ne^{-4u/V_t}$, with donor density and built-in potential held fixed, the integral $\int(n/N)\,du$ predicts a shift of $V_t/4=6.46$ mV. The same numerical procedure reproduces this to within 0.01 mV.

At zero bias the box width is $W=271$ nm, while the Debye length is 41 nm. At the plane $x=W$ the electron density is still $0.55N$, so $W$ marks a balance of charge and not a place where the electrons have gone. The electrons spilled inside $W$ amount to $2.23\times10^{10}\ \mathrm{cm^{-2}}$, about 8% of the net charge $NW$. Their mean distance from the bare donors outside is 75.0 nm. The voltage of this dipole is

$$\frac{q\,(2.229\times10^{10}\ \mathrm{cm^{-2}})(75.0\times10^{-7}\ \mathrm{cm})}{\varepsilon}=25.9\ \mathrm{mV}.$$

To obtain the barrier from the intercept, the missing voltage must be restored:

$$\frac{\phi_b}{q}=V_{int}+V_t+V_n=0.5688+0.0259+0.2053=0.8000\ \mathrm V .$$

Without $V_t$ the result is 0.7741 V. In thermionic emission the saturation current varies as $e^{-\phi_b/kT}$. At the same temperature and prefactor, a barrier too low by $kT$ makes the predicted current too large by a factor $e=2.72$.

A second correction of similar size enters when this barrier is compared with one deduced from current. An electron at distance $x$ from the metal is attracted by its image, with energy $-q^2/(16\pi\varepsilon x)$, while the field adds $-qE_sx$. Their sum is greatest at $x_m=\sqrt{q/(16\pi\varepsilon E_s)}$, where the two terms are equal, and the barrier is lowered by

$$\Delta\phi=2qE_sx_m=q\sqrt{\frac{qE_s}{4\pi\varepsilon}} .$$

This is 23 meV at zero bias and 38 meV at −4 V, with the static permittivity. It acts on the current, whereas the barrier found from the capacitance here is the one without image lowering. The error from omitting $kT/q$ happens to resemble the lowering at zero bias, but the two have different causes and depend differently on bias and temperature.

The linear law has a limited range in forward bias. The curve departs from the line by the equivalent of 1 mV when the bending has fallen to $5.58\,V_t$, or 0.144 V, which is a forward bias of 0.45 V. The leading correction gives nearly the same: $(2\times5.58-1)e^{-5.58}\times25.85\ \mathrm{mV}=0.99$ mV. Near flat band, at a bending of $0.02\,V_t$, the computed capacitance is 252 nF/cm², close to the limit $\varepsilon/L_D=253$ nF/cm². These are limits of the electrostatic model. In a real diode forward conduction intervenes earlier. With a rough Richardson constant of 112 A/cm²K², thermionic emission over the barrier without image lowering gives a conductance of about $0.1\,\omega C$ at 0.2 V and more than $4\,\omega C$ at 0.3 V, for a 1 MHz signal. Image lowering roughly doubles both figures. The capacitance therefore becomes hard to measure well before the line bends. Reverse bias and small forward bias are the useful range for the fit.

Temperature moves the intercept by more than the change in $kT/q$. At 350 K, with the barrier held at 0.80 eV, the built-in potential is 0.5535 V and $V_t$ is 30.2 mV, so the intercept is 0.523 V. Of the fall of 45.5 mV from its value at 300 K, 41.2 mV comes from $V_{bi}$ and 4.3 mV from the tail.

Several neglected effects are small for these numbers. With a band gap of 1.12 eV and a hole density-of-states mass of one electron mass, both rough, holes in equilibrium with the metal have a density $p_s=0.0106N$ at the contact. They fall off as $e^{-(u_s-u)/V_t}$ and add $qp_sV_t$ to $\int\rho\,du$, which raises the field at the metal. These holes are exchanged with the metal, however, so their charge does not pass through the external circuit, and the measured capacitance is the change of the donor and electron charge alone. That charge is affected only by the small voltage dropped across the thin hole layer, and the intercept falls by less than 0.02 mV, whether or not the holes follow the signal. Donors with a rough binding energy of 45 meV are 0.4% neutral in the bulk, which lowers $V_{bi}$ by 0.1 mV. Degeneracy changes the shift by 1.6 µV at this doping. At a carrier density of $10^{19}\ \mathrm{cm^{-3}}$ the parabolic-band formula gives 27.5 mV, but other assumptions of the model may fail first.

The electrons must also follow the measuring signal. In material of conductivity $\sigma=qN\mu$ a charge disturbance obeys $d\rho/dt=-\sigma\rho/\varepsilon$ and decays in a time $\varepsilon/\sigma$. For a rough mobility of 1200 cm²/Vs this is 0.54 ps, far shorter than the period of a 1 MHz signal. The undepleted part of a layer 5 µm thick has a resistance per area $R$ for which $\omega RC=6\times10^{-5}$ at zero bias and 1 MHz, so its effect is negligible. Contact and substrate resistance are not included.

These parameters lie in the rough range of a high-barrier metal on moderately doped silicon. The peak field at −4 V is 0.12 MV/cm, below a rough breakdown field of 0.4 MV/cm. Two assumptions that need checking in a real diode are a capacitance free of stray contributions and a uniform doping. A constant stray capacitance equal to 1% of the zero-bias value, added to the computed data, raises the intercept fitted from −4 V to 0 V by 40 mV, more than the whole tail correction; for a fit from −1 V to 0 V the rise is 13 mV. It is a larger fraction of the total at reverse bias, where $C$ is small, so it flattens and bends the plot. As the effect of a small stray is nearly proportional to its size, keeping this error below 1 mV in the fit from −4 V to 0 V would require the stray to be known to roughly 0.025% of the zero-bias capacitance. An error in the contact area, by contrast, multiplies every $1/C^2$ by the same factor: it changes the deduced doping but leaves the intercept in place. The barrier is still affected through $V_n$, by about 1 mV for a 2% error in area.

A doping gradient acts in a similar way. Let the donor density rise linearly by 1% between the depletion widths at 0 V and −4 V, which are 271 nm and $\varepsilon/C=769$ nm, and keep the edge correction at $V_t$. Integrating $x\rho$ over the depleted layer then gives the voltage for each width, and the fitted intercept rises by about 7 mV if the same slope continues to the metal, or by about 6 mV if the doping is uniform inside 271 nm. Interface states, deep traps and a thin insulating film at the contact can also move the intercept; their effect depends on the particular contact and is not estimated here. A plot that looks straight is therefore not enough to fix the barrier to within $kT$: the stray capacitance and the doping profile must be known as well.
